# Why Specular Surfaces Remove Sondheimer Oscillations in a Perpendicular Field

**Q.** I measure the in-plane conductivity of a thin metal film in a magnetic field along its normal. In a clean film I expect oscillations as I sweep the field. Where do they come from?

**A.** From electrons that cross the film from one surface to the other. Let the film occupy $0<z<d$, with $\mathbf B=B\hat z$. I take degenerate free electrons of charge $-e$, mass $m$, Fermi wave number $k_F$ and Fermi velocity $v_F=\hbar k_F/m$. The relaxation time $\tau$ is constant and the mean free path is $\ell=v_F\tau$. The motion is semiclassical, and the response is linear in the electric field.

While an electron crosses, its in-plane velocity turns at the rate $\omega=eB/m$. An electron moving along the normal crosses in the time $d/v_F$, so nearby electrons turn by about
$$\varphi=\frac{\omega d}{v_F}=\frac{eBd}{\hbar k_F}.$$
If both surfaces erase the electron's memory of its drift, the electric field acts on it for one crossing at most. What it gains then depends on whether the turn was a whole number of revolutions. That dependence gives the Sondheimer oscillations.

**Q.** A specular surface also interrupts the flight. Why should it matter whether the electron bounces or is scattered diffusely?

**A.** Look at what the bounce changes. Between collisions $m\dot{\mathbf v}=-e\,\mathbf v\times\mathbf B$, and $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$. Therefore
$$\dot v_x=-\omega v_y,\qquad \dot v_y=\omega v_x .$$
With $w=v_x+iv_y$ these combine into
$$\dot w=-\omega v_y+i\omega v_x=i\omega w .$$
Neither $z$ nor $v_z$ appears. A smooth flat wall exerts a force along $z$ alone, so it adds nothing to this equation. It reverses $v_z$, and
$$w(t)=w(0)e^{i\omega t}$$
holds straight through the bounce. Both the modulus and the phase of $w$ survive. Watching only the in-plane velocity, you could not tell when the electron hit a wall.

I tested this by integrating Newton's equation between steep repulsive walls, with $\omega d/v_F=1.5$ and a duration of $20\,d/v_F$. After 16 wall hits, $w$ had departed from the free rotation by at most $1.7\times10^{-9}\,v_F$.

**Q.** That is one trajectory. How does it fix the conductivity of the whole film?

**A.** Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\Phi$. The electric force $-e\mathbf E$ acting on $f_0$ contributes $e\mathbf E\cdot\mathbf v\,(-\partial f_0/\partial\varepsilon)$ to the Boltzmann equation. The magnetic force does no work and leaves $f_0$ alone. Along an unperturbed orbit the linear equation is then
$$\frac{d\Phi}{dt}+\frac{\Phi}{\tau}=-e\,\mathbf E\cdot\mathbf v .$$
Multiplying by $e^{t/\tau}$ makes the left side a total derivative. Integrating over the past gives
$$\Phi=-e\int_{-\infty}^{0}\mathbf E\cdot\mathbf v(t')\,e^{t'/\tau}dt' .$$
In a steady state $\nabla\times\mathbf E=0$, so the in-plane field is uniform across the film. Put $\mathcal E=E_x+iE_y$, so that $\mathbf E\cdot\mathbf v=\mathrm{Re}(\mathcal E^*w)$, and define
$$\Lambda=\int_{-\infty}^0\frac{w(t')}{w(0)}e^{t'/\tau}dt',\qquad \Phi=-e\,\mathrm{Re}(\mathcal E^*w\Lambda).$$
The current $J=j_x+ij_y$ is the sum of $-ew\Phi$ over the Fermi surface, and
$$-ew\Phi=\frac{e^2}{2}\left(w^2\mathcal E^*\Lambda+|w|^2\mathcal E\Lambda^*\right).$$
The first term averages to zero over the in-plane direction of $w$, because $w^2$ turns twice around the circle. The second remains, so $J=\sigma\mathcal E$ with $\sigma=\sigma_{xx}+i\sigma_{yx}$. The same average of $\Phi$ itself vanishes, so there is no current along $z$ and no field $E_z$ is needed.

On a spherical Fermi surface $\mu=v_z/v_F$ is uniformly distributed between $-1$ and $1$, and $|w|^2=v_F^2(1-\mu^2)$. I normalize by the zero-field bulk value $\sigma_0$, for which $\Lambda=\tau$. Since $\int_{-1}^1(1-\mu^2)d\mu=4/3$,
$$\frac{\sigma}{\sigma_0}=\frac{3}{4}\int_{-1}^{1}(1-\mu^2)\,\frac{\langle\Lambda^*\rangle_z}{\tau}\,d\mu ,$$
where $\langle\ \rangle_z$ is the average over the thickness.

**Q.** And with two perfectly specular surfaces?

**A.** The history inside $\Lambda$ is the unbroken rotation, whatever the starting height and the number of bounces:
$$\Lambda=\int_{-\infty}^0e^{(1/\tau+i\omega)t'}dt'=\frac{\tau}{1+i\omega\tau},\qquad
\sigma=\sigma_b\equiv\frac{\sigma_0}{1-i\omega\tau}.$$
This is the bulk Drude result, and $d$ has dropped out. The film has no Sondheimer oscillations, and no smooth size effect either. Since $1/\sigma=(1-i\omega\tau)/\sigma_0$ has a constant real part, its longitudinal resistivity does not change with field in this model.

There is a second way to see it. The bulk $\Phi$ depends on $w$ but not on the sign of $v_z$. A specular wall requires equal $\Phi$ for $v_z$ and $-v_z$ at the surface. The bulk solution already meets that condition, so the walls have nothing to correct.

**Q.** My surfaces will not be perfect. What happens if a fraction $p$ of the electrons reflects specularly at the bottom and $q$ at the top?

**A.** Write $\Lambda^*=G\,\tau/(1-i\omega\tau)$, so that $G=1$ in the bulk, and let $u=|v_z|/v_F$. An upward-moving electron at height $z$ left the bottom a time $s=z/(uv_F)$ ago. Define
$$\kappa=\frac d\ell(1-i\omega\tau)=\frac d\ell-i\varphi .$$
The decay and rotation since then give the factor $e^{-(1-i\omega\tau)s/\tau}=e^{-\kappa z/(ud)}$. The present flight contributes $1-e^{-\kappa z/(ud)}$ to $G$, and the memory carried away from the wall contributes $G_\uparrow(0)e^{-\kappa z/(ud)}$. With the same argument from the top,
$$G_\uparrow=1+a\,e^{-\kappa z/(ud)},\qquad G_\downarrow=1+b\,e^{-\kappa(d-z)/(ud)} .$$
Diffusely scattered electrons leave with no preferred in-plane direction and carry no memory. With $x=e^{-\kappa/u}$ the boundary conditions are
$$1+a=p(1+bx),\qquad 1+b=q(1+ax).$$
Thus $a=-(1-p)+pbx$ and $b=-(1-q)+qax$. Inserting the second into the first gives $a(1-pqx^2)=-(1-p)-p(1-q)x$, so
$$a=-\frac{(1-p)+p(1-q)x}{1-pqx^2},\qquad b=-\frac{(1-q)+q(1-p)x}{1-pqx^2}.$$
Each exponential averages over the thickness to $(u/\kappa)(1-x)$. Adding the two directions of motion yields
$$\frac{\sigma}{\sigma_b}=1+\frac{3}{4\kappa}\int_0^1(u-u^3)(a+b)(1-x)\,du .$$
For $p=q=1$ both $a$ and $b$ vanish.

I tested the formula against randomly drawn trajectories followed back in time, at $d/\ell=1$ and $\varphi=1.5$. For $p=0.3$, $q=0.8$ both routes give $\sigma/\sigma_0=0.3273+0.4117i$. The bulk value there is $0.3077+0.4615i$.

**Q.** Where is the oscillation in that integral?

**A.** In the powers of $x$, which contain $e^{i\varphi/u}$. To first order in $x$,
$$a+b=-(2-p-q)-(p+q-2pq)x .$$
Multiplying by $1-x$, the coefficient of $x$ becomes
$$(2-p-q)-(p+q-2pq)=2(1-p)(1-q).$$
The term without $x$ is smooth in field. Since $\int_0^1(u-u^3)du=1/4$, it gives
$$\left(\frac{\sigma}{\sigma_b}\right)_{\rm smooth}=1-\frac{3(2-p-q)}{16\kappa}.$$
At $B=0$ and $p=q$ this is the thick-film correction $1-\tfrac38(1-p)\,\ell/d$.

For the term linear in $x$, substitute $u=1/t$ and then $t=1+s$:
$$\int_0^1(u-u^3)e^{-\kappa/u}du=\int_1^\infty(t^{-3}-t^{-5})e^{-\kappa t}dt .$$
At large $\varphi$ the turning angle $\varphi t$ varies rapidly with $t$ and contributions cancel, except near the end $t=1$, the shortest crossing. There $t^{-3}-t^{-5}=2s-9s^2+\dots$. With $\int_0^\infty se^{-\kappa s}ds=1/\kappa^2$ and $\int_0^\infty s^2e^{-\kappa s}ds=2/\kappa^3$, the integral is $(2e^{-\kappa}/\kappa^2)(1-9/\kappa+\dots)$. Hence
$$\left(\frac{\sigma}{\sigma_b}\right)_{\rm osc}\simeq\frac{3(1-p)(1-q)}{\kappa^3}\,e^{-\kappa}\left(1-\frac9\kappa\right).$$
The factor $e^{-\kappa}=e^{-d/\ell}e^{i\varphi}$ repeats when $\varphi$ grows by $2\pi$, so the field period is
$$\Delta B=\frac{2\pi\hbar k_F}{ed}.$$
The mass has cancelled.

The product $(1-p)(1-q)$ has a direct meaning. The fundamental needs a flight whose memory begins at one wall and is cut at the other. Each wall supplies one factor, the fraction of electrons whose memory it erases.

**Q.** Then polishing one surface should be enough.

**A.** It removes the fundamental, but not the oscillations. Put $p=1$, $q=0$. Then $a=-x$ and $b=-1$, so $(a+b)(1-x)=-(1-x^2)$ and
$$\frac{\sigma}{\sigma_b}=1-\frac{3}{4\kappa}\int_0^1(u-u^3)(1-e^{-2\kappa/u})\,du .$$
A film with two diffuse surfaces has $a=b=-1$, so $(a+b)(1-x)=-2(1-x)$. Replacing its $\kappa$ by $2\kappa$ reproduces the line above. One specular surface therefore acts as a mirror that unfolds the film into a diffuse film of thickness $2d$. The electron starts at the diffuse wall, bounces with its phase intact and returns to the diffuse wall after turning by about $2\varphi$. The field period is halved.

The computed oscillations agree. For $d/\ell=1$ and $\varphi$ between 60 and 120, their phase advances by 1.001 per unit of $\varphi$ for two diffuse surfaces and by 2.001 for one specular surface.

**Q.** Could the cause simply be that specular reflection loses no energy or speed?

**A.** You can separate the two in a thought experiment. Let each wall reverse $v_z$ and keep $|w|$, but turn $w$ by $+\chi$ or $-\chi$ with equal probability, independently at each hit. Nothing is lost in speed. Going back through a hit, the remembered part of $\Lambda^*$ acquires the factor $e^{\pm i\chi}$. The boundary condition is linear in this memory, so only the average enters:
$$p\ \longrightarrow\ \tfrac12\left(e^{i\chi}+e^{-i\chi}\right)=\cos\chi ,$$
and likewise for $q$. The fundamental returns with the weight $(1-\cos\chi)^2$. For $\chi=120^\circ$ this is $1.5^2=2.25$, more than for diffuse walls, because such a wall tends to reverse the remembered drift instead of erasing it.

Random trajectories at $d/\ell=1$, $\varphi=1.5$ and $\chi=60^\circ$ give $\sigma/\sigma_0=0.3284+0.4051i$. The formula with $p=q=0.5$ gives $0.3286+0.4050i$, clearly away from the bulk value. Elastic reflection is therefore not sufficient. What removes the size effect is that $w$ passes through the reflection unchanged.

**Q.** Does the argument survive if my field is slightly tilted?

**A.** Not strictly. With an in-plane field component, $\dot w$ contains $v_z$. Reversing $v_z$ then changes the later in-plane motion. I compared two electrons with the same start in a field tilted by $30^\circ$, one between walls and one without. Their in-plane velocities came to differ by as much as $1.44\,v_F$. This shows that the proof fails; it does not give the size of the resulting oscillation.

A non-spherical Fermi surface can do similar harm. Specular reflection conserves energy and in-plane wave vector. It conserves in-plane velocity too if the band energy is even in $k_z$, but a crystal tilted against the film need not satisfy that.

**Q.** Give me numbers for a metal.

**A.** Take lithium as a nearly free-electron metal, with rough inputs: density $4.7\times10^{22}\ \mathrm{cm^{-3}}$, $d=10\ \mathrm{\mu m}$, $\ell=10\ \mathrm{\mu m}$ and $T=4.2$ K. Then $k_F=(3\pi^2n)^{1/3}=11.16\ \mathrm{nm^{-1}}$. With $2\pi\hbar/e=4.136\times10^{-15}\ \mathrm{V\,s}$,
$$\Delta B=\frac{(4.136\times10^{-15})(1.116\times10^{10})}{10^{-5}}\ \mathrm T=4.62\ \mathrm T .$$
The oscillating part of $\sigma_{xx}$, in per cent of the bulk $\sigma_{xx}$ at the same field, is:

| $B$ (T) | $p=q=0$ | $p=q=0.5$ | $p=1,\ q=0$ |
|---|---|---|---|
| 4.62 | −0.03 | +0.003 | +0.034 |
| 6.93 | −0.34 | −0.08 | +0.033 |
| 9.23 | +0.34 | +0.09 | +0.024 |
| 11.54 | −0.28 | −0.07 | +0.017 |
| 13.85 | +0.22 | +0.06 | +0.012 |

From 6.93 T upward the first two columns change sign from one row to the next. At these fields the phase has not yet reached its high-field form: for $p=q=0$ the zeros lie at 1.44, 1.90, 2.38 and 2.86 times $\Delta B$, so a full cycle spans about 4.3 to 4.4 T and approaches $\Delta B$ only at higher field. The last column keeps its sign, because half of $\Delta B$ is its full period. Between 1.5 and 3 periods the diffuse film swings from −0.76 to +0.51 %, a span of 1.27 %. For $p=q=0.5$ the span is 0.32 %, the expected quarter. For one specular surface it is 0.08 %.

With both surfaces specular, trajectories traced at 9.23 T reproduce the bulk conductivity to a relative $2\times10^{-16}$, which is rounding error. The contributions of successive flights add up to the bulk value identically in this case, so the number confirms the bookkeeping and is not an independent test.

**Q.** Why is the first entry so small, when the oscillation should be strongest at low field?

**A.** That field happens to lie near a zero crossing of the oscillating $\sigma_{xx}$; the oscillation itself is not weak. For $p=q=0$ and $d/\ell=1$ the oscillating part of $\sigma/\sigma_0$ is $3/(2\kappa^2)$ times the integral $\int_1^\infty(t^{-3}-t^{-5})e^{-\kappa t}dt$. At one period, $\kappa=1-2\pi i$, the integral is about $e^{-1}(-0.008+0.027i)$. The product is about $-0.0004i$ with almost no real part, and its modulus is roughly 1.5 % of the bulk $\sigma_{xx}$. The endpoint formula misses this phase, because at $|\kappa|\approx2\pi$ its correction $9/|\kappa|$ exceeds one. The table uses the full integral. Even at two periods the correction is about 0.7, and the formula gives only the order of magnitude. At $d/\ell=4$ and $\varphi=120$, the full oscillation is 0.997 of the leading term in modulus.

**Q.** At 9.23 T, is the diffuse film at least a poorer conductor than the specular one?

**A.** Its $\sigma_{xx}$ is larger: $0.00864\,\sigma_0$ against $0.00629\,\sigma_0$. In a strong field the orbits are closed in the plane, and scattering helps electrons to drift along $\mathbf E$. The smooth part shows it. Since $\sigma_b/\sigma_0=(d/\ell)/\kappa$, for $p=q=0$
$$\frac{\sigma_{xx}}{\sigma_0}\simeq\frac d\ell\,\mathrm{Re}\left(\frac1\kappa-\frac{3}{8\kappa^2}\right)\simeq\frac{d}{\ell\varphi^2}\left(\frac d\ell+\frac38\right),\qquad \varphi\gg1,\ d/\ell .$$
Relative to the bulk this is the factor $1+3\ell/(8d)=1.375$. The printed values give $0.00864/0.00629=1.37$. A larger $\sigma_{xx}$ does not mean a lower resistance in a long strip, where the direction of the current is fixed. There the real part of $1/\sigma$ counts. Its smooth part follows from $\sigma_0/\sigma\simeq(\ell/d)(\kappa+\tfrac38)$, so the longitudinal resistivity of the diffuse film is also larger than the bulk value, by the same factor $1+3\ell/(8d)$. Perfect specularity removes this smooth excess together with the oscillations.

**Q.** How close could a real film come to this?

**A.** The assumption most easily broken is $p=q=1$. A surface height error $h$ shifts the phase of a normally reflected electron wave by $2k_Fh$. For Gaussian roughness of rms height $h_0$, the coherent fraction is $|\langle e^{2ik_Fh}\rangle|^2=e^{-4k_F^2h_0^2}$. At $h_0=0.05$ nm, well below an atomic diameter, it is only 0.29. If the rest scatters diffusely at both surfaces, the fundamental has the weight $(1-0.29)^2\approx0.5$. It rises from zero to roughly half the diffuse amplitude. This uses the coherent fraction at normal incidence, which governs the oscillation at high field; electrons at oblique incidence reflect more specularly and make the weight somewhat smaller at lower fields.

The mean free path of 10 µm corresponds to a bulk residual resistivity of 9.8 nΩ cm. That belongs to very pure metal and is far from typical of deposited films. If Fermi-surface anisotropy changes the turning angle per crossing by 5 %, the phase shifts by about 0.6 rad at two periods. For a nearly spherical Fermi surface that angle depends on the curvature where the normal lies along the field, and the curvature can vary much more than the radius. In a nearly-free-electron model of a bcc metal with a zone-face matrix element of 1 to 1.3 eV, the radius changes by less than 1 % while the radius of curvature along [110] falls by 10 to 13 %. The period 4.62 T is therefore a free-electron value that real lithium can miss by 10 % or more. Lithium also changes its crystal structure on cooling. Energy gaps well below $\sqrt{\hbar\omega E_F}$, about 70 meV, should be crossed by magnetic breakdown at 9.23 T, while larger ones would alter the orbits, which I have not calculated.

Quantum effects outside the model need not vanish with specular walls. At 9.23 T the Landau spacing is 1.07 meV and $k_BT$ is 0.36 meV. For the relative size of the Landau-quantum oscillation I take the bulk estimate $\tfrac52\sqrt{\hbar\omega/(2E_F)}\;X/\sinh X$, with $X=2\pi^2k_BT/(\hbar\omega)$ and Fermi energy $E_F$. Damping by impurities is left out, so this is a rough upper estimate. With the free-electron mass, which also sets the spacing of 1.07 meV, it gives 0.04 % of $\sigma_{xx}$. Carriers in lithium are heavier, and the estimate falls steeply with the cyclotron mass: to 0.004 % at 1.4 and 0.0004 % at 1.8 free-electron masses. An ideal film can show a ripple of that origin, but at 4.2 K it may be too weak to see. The subband spacing, 0.27 meV, is smaller than $k_BT$, and its thermal factor is about $10^{-10}$.

For a 20 nm interconnect film of the same electron density, $\Delta B$ is about 2300 T. At laboratory fields such a film does not complete one period. A missing oscillation there says nothing about whether its surfaces are specular. The remaining values are in the numerical output.

## Calculated quantities

```
Newton test: wall hits = 16, largest phase error = 1.7e-09
Tilted by 30 deg: change of in-plane velocity = 1.44 vF
Trajectory test at d/l = 1, phi = 1.5 rad, sigma/sigma0:
  bulk: 0.3077+0.4615j
  diffuse, p=q=0: traced 0.3457+0.3419j, formula 0.3455+0.3421j
  p=0.3, q=0.8: traced 0.3273+0.4117j, formula 0.3273+0.4117j
  lossless, turn 60 deg: traced 0.3284+0.4051j, formula 0.3286+0.4050j
  lossless, turn 120 deg: traced 0.3556+0.2737j, formula 0.3565+0.2739j
Endpoint law, d/l=4, phi=120: |exact/leading| = 0.997
Phase rate: diffuse 1.001, one specular 2.001
Lithium film (rough inputs):
  density = 4.70e+22 cm^-3, T = 4.2 K
  d = 10 um, mean free path = 10 um
  kF = 11.16 nm^-1, EF = 4.75 eV
  bulk residual resistivity = 9.76 nOhm cm
  field period = 4.62 T
  sigma_xx/sigma0 (bulk, diffuse film); oscillating part in % of bulk
  for p=q=0, p=q=0.5, and p=1 with q=0:
  B= 4.62 T: 0.02470, 0.03350; -0.0257, +0.0034, +0.0341 %
  B= 6.93 T: 0.01113, 0.01518; -0.3417, -0.0779, +0.0328 %
  B= 9.23 T: 0.00629, 0.00864; +0.3364, +0.0906, +0.0235 %
  B=11.54 T: 0.00404, 0.00553; -0.2771, -0.0654, +0.0168 %
  B=13.85 T: 0.00281, 0.00386; +0.2214, +0.0587, +0.0124 %
  p=q=0: range -0.7590 to +0.5068 % (1.5 to 3 periods)
  p=q=0.5: range -0.1856 to +0.1311 % (1.5 to 3 periods)
  p=1, q=0: range -0.0358 to +0.0464 % (1.5 to 3 periods)
  both specular, traced: |film/bulk - 1| = 2.2e-16
Neglected effects at B = 9.23 T:
  Landau spacing = 1.07 meV, kT = 0.36 meV
  Landau-quantum oscillation, rough upper size = 0.044 %
  subband spacing at EF = 0.27 meV, thermal factor = 1.3e-10
  thermal loss of Sondheimer amplitude = 3.8e-07
  phase shift from 5 % (rough) anisotropy = 0.63 rad
  breakdown gap scale sqrt(hw*EF) = 71 meV
  specular fraction, normal incidence, 0.05 nm rms roughness = 0.29
Field period for a 20 nm film = 2309 T
```
